# How Diffusing Acid Transfers an Image into Resist Deprotection

## The situation

A chemically amplified resist has been exposed to a line pattern. The exposure has left a striped distribution of acid in the film, and the film is now baked. Each acid molecule wanders through the polymer and removes protecting groups as it goes. The developer later responds to the missing groups, not to the acid itself.

Diffusion blurs the acid stripes throughout the bake. The acid present at the end carries the full blur, but much of the deprotection was done earlier, when the stripes were sharper. How much of the original modulation reaches the polymer?

## First case: one cosine, no acid loss

Let \(x\) run across the lines and let \(\tau\) be the time since the bake began, with total duration \(t\). The temperature is constant, the film is uniform in depth, and no acid leaves through its top or bottom, so one coordinate suffices. The acid concentration \(h(x,\tau)\) obeys

\[
\frac{\partial h}{\partial\tau}=D\frac{\partial^2h}{\partial x^2},
\qquad
h(x,0)=h_0(1+V\cos kx),
\]

with constant \(D\), \(0<V<1\) and \(k=2\pi/\text{pitch}\). Deprotection does not appear as a sink because the acid is a catalyst and is released after each reaction.

The polymer does not move. Its protected fraction \(m\) starts at 1 and follows

\[
\frac{\partial m}{\partial\tau}=-\kappa hm ,
\]

with constant \(\kappa\). Below, the contrast of a profile means its first cosine amplitude divided by its mean over one period. The initial acid has contrast \(V\). A transfer is the factor by which a later contrast differs from \(V\).

**The acid.** Try \(h=h_0[1+A(\tau)\cos kx]\). Two derivatives of the cosine give \(-k^2\cos kx\), so the diffusion equation requires

\[
\frac{dA}{d\tau}=-Dk^2A,\qquad A(0)=V
\quad\Longrightarrow\quad A(\tau)=Ve^{-Dk^2\tau}.
\]

The mean stays at \(h_0\). With \(s=Dk^2t\), the final acid contrast is \(Ve^{-s}\), a Gaussian function of \(k\).

**The polymer.** Divide the rate equation by \(m\). The left side becomes \(\partial\ln m/\partial\tau\), and integration at fixed \(x\) gives

\[
E(x)\equiv-\ln m(x,t)=\kappa\int_0^t h(x,\tau)\,d\tau .
\]

I call \(E\) the deprotection dose. It is linear in the acid history, whatever the conversion. Inserting the acid solution, and writing \(a=\kappa h_0t\) for the mean dose,

\[
E=\kappa h_0\left[t+V\cos kx\int_0^te^{-Dk^2\tau}d\tau\right]
=\kappa h_0\left[t+V\cos kx\,\frac{1-e^{-Dk^2t}}{Dk^2}\right].
\]

Taking the factor \(t\) out of the bracket gives

\[
E=a\,[1+V\,T(s)\cos kx],\qquad
\boxed{T(s)=\frac{1-e^{-s}}{s}} .
\]

When few groups have been removed, \(1-m=1-e^{-E}\approx E\), so \(T\) is also the transfer of the deprotected fraction in the weak limit. The Gaussian \(e^{-s}\) would apply to the polymer if all the reaction took place in a short burst at the end of the bake, for then \(E\) would be proportional to \(h(x,t)\).

**Two limits.** For small \(s\), \(e^{-s}\approx1-s+s^2/2\), so \(T\approx1-s/2\), while the final acid has \(1-s\). The polymer loses half as much contrast. For large \(s\), \(T\approx1/s\), and the amplitude of the dose is

\[
aVT\approx\frac{\kappa h_0tV}{Dk^2t}=\frac{\kappa h_0V}{Dk^2}.
\]

It no longer depends on \(t\). The modulation written early in the bake remains in the immobile polymer, and the contrast falls as \(1/t\) because the uniform dose keeps growing.

**Numbers.** Take round model parameters: \(D=0.80\ \mathrm{nm^2/s}\), \(t=60\) s, \(V=0.50\) and a pitch of 40 nm. Then \(k=0.15708\ \mathrm{nm^{-1}}\), \(Dt=48\ \mathrm{nm^2}\), and

\[
s=48\times(0.15708)^2=1.184,\qquad e^{-s}=0.306,
\]
\[
T=\frac{1-0.306}{1.184}=0.586 .
\]

The final acid contrast is \(0.50\times0.306=0.153\), and the dose contrast is \(0.50\times0.586=0.293\). The dose recorded in the polymer carries 1.92 times the contrast of the acid that remains beside it; the deprotected fraction reaches this factor only at weak conversion.

## Can a smaller diffusion constant imitate the result?

Since \(T\approx1-s/2\) at long pitch, a Gaussian with half the diffusion constant looks like a candidate. To compare them, take \(e^{-s/2}\) out of the numerator:

\[
T=\frac{e^{-s/2}(e^{s/2}-e^{-s/2})}{s}
=e^{-s/2}\,\frac{\sinh(s/2)}{s/2}.
\]

For \(y>0\), \(\sinh y>y\), because every term of its power series is positive and the first is \(y\). Hence

\[
T>e^{-s/2}>e^{-s}\qquad(s>0).
\]

Even the half-strength Gaussian underestimates the transfer. Define an apparent constant by \(T=e^{-D_{\rm app}k^2t}\). Then

\[
\frac{D_{\rm app}}{D}=-\frac{\ln T}{s}
=\frac12-\frac1s\ln\frac{\sinh(s/2)}{s/2}.
\]

With \(\sinh y/y=1+y^2/6+\dots\) and \(y=s/2\), the logarithm is \(s^2/24\) to leading order, so

\[
\frac{D_{\rm app}}{D}\approx\frac12-\frac{s}{24}.
\]

The same film and bake give these values:

| Pitch (nm) | \(s\) | \(e^{-s}\) | \(T\) | \(D_{\rm app}/D\) |
|---|---|---|---|---|
| 30 | 2.106 | 0.122 | 0.417 | 0.415 |
| 40 | 1.184 | 0.306 | 0.586 | 0.451 |
| 80 | 0.296 | 0.744 | 0.866 | 0.488 |
| 200 | 0.047 | 0.954 | 0.977 | 0.498 |

If the dose contrast were analysed with the final-acid Gaussian, the inferred diffusion constant would be less than half the true one and would vary with pitch, although \(D\) is constant in the model.

## Generalization: an arbitrary image

The diffusion equation and the time integral are both linear, so each Fourier component of an arbitrary initial acid image is multiplied by its own \(T(Dk^2t)\). In real space the dose is the initial acid profile convolved with a kernel \(K\), times \(\kappa t\). This kernel is the time average of the spreading Gaussian:

\[
K(x)=\frac1t\int_0^t\frac{e^{-x^2/4D\tau}}{\sqrt{4\pi D\tau}}\,d\tau .
\]

Set \(v=\sqrt\tau\), so that \(d\tau=2v\,dv\), and let \(c=|x|/\sqrt{4D}\):

\[
K=\frac{1}{t\sqrt{\pi D}}\int_0^{\sqrt t}e^{-c^2/v^2}dv .
\]

Integrate by parts, using \(d(e^{-c^2/v^2})/dv=(2c^2/v^3)e^{-c^2/v^2}\):

\[
\int_0^{\sqrt t}e^{-c^2/v^2}dv
=\sqrt t\,e^{-c^2/t}-2c^2\int_0^{\sqrt t}\frac{e^{-c^2/v^2}}{v^2}dv .
\]

In the last integral put \(w=c/v\), so \(dv/v^2=-dw/c\). It becomes

\[
\frac1c\int_{c/\sqrt t}^{\infty}e^{-w^2}dw
=\frac{\sqrt\pi}{2c}\,\mathrm{erfc}\!\left(\frac{c}{\sqrt t}\right).
\]

Collecting the factors and restoring \(c\),

\[
K(x)=\frac{e^{-x^2/4Dt}}{\sqrt{\pi Dt}}
-\frac{|x|}{2Dt}\,\mathrm{erfc}\!\left(\frac{|x|}{\sqrt{4Dt}}\right).
\]

**Width.** The Gaussian at time \(\tau\) has variance \(2D\tau\) and zero mean. The variance of \(K\) is therefore

\[
\frac1t\int_0^t2D\tau\,d\tau=Dt,
\]

against \(2Dt\) for the final acid. In the example the rms widths are \(\sqrt{48}=6.93\) nm and \(\sqrt{96}=9.80\) nm.

**Shape.** Differentiate \(K\) for \(x>0\). The derivative of the exponential and the derivative of the erfc give equal and opposite terms, \(\mp x\,e^{-x^2/4Dt}/(2Dt\sqrt{\pi Dt})\), which leaves

\[
K'(x)=-\frac{1}{2Dt}\,\mathrm{erfc}\!\left(\frac{x}{\sqrt{4Dt}}\right).
\]

At \(x=0^+\) the slope is \(-1/(2Dt)=-0.0104\ \mathrm{nm^{-2}}\), and by symmetry it has the opposite sign at \(0^-\). The kernel has a cusp, left by the early part of the bake when the acid had hardly moved.

The cusp accounts for the slow decay of \(T\) at large \(k\). Two integrations by parts of the Fourier integral give

\[
2\int_0^\infty K\cos kx\,dx
=-\frac{2}{k^2}\left[K'(0^+)+\int_0^\infty K''\cos kx\,dx\right].
\]

Here \(K''=e^{-x^2/4Dt}/(2Dt\sqrt{\pi Dt})\), whose cosine integral is \(e^{-s}/(2Dt)\). The right side is therefore

\[
\frac{1}{Dk^2t}-\frac{e^{-s}}{Dk^2t}=T(s).
\]

The cusp supplies \(1/s\); the smooth part supplies the Gaussian correction.

## When deprotection is no longer weak

The result for \(E\) did not need weak conversion, but the deprotected fraction \(1-m=1-e^{-E}\) saturates. To find the error of the weak limit, set \(\theta=kx\) and \(b=aVT\), so that \(m=e^{-a}e^{-b\cos\theta}\). The modified Bessel functions are

\[
I_n(b)=\frac1\pi\int_0^\pi e^{b\cos\theta}\cos n\theta\,d\theta .
\]

Replacing \(\theta\) by \(\pi-\theta\) changes the sign of \(\cos\theta\). The mean of \(e^{-b\cos\theta}\) is thus \(I_0(b)\), and its first cosine amplitude is \(-2I_1(b)\). The contrast of \(1-m\) is

\[
C=\frac{2e^{-a}I_1(b)}{1-e^{-a}I_0(b)} .
\]

For small \(a\), \(b\) is small too. With \(I_0\approx1+b^2/4\) and \(I_1\approx b/2\), the numerator is \(b(1-a)\) and the denominator is \(a-a^2/2-b^2/4\), each to relative order \(a\). Substituting \(b=aVT\),

\[
C\approx VT\,\frac{1-a}{1-\frac a2-\frac a4(VT)^2}
\approx VT\left\{1-\frac a2\left[1-\frac{(VT)^2}{2}\right]\right\}.
\]

As \(a\to0\), \(C\to VT\), as required. In the other useful limit, small modulation at fixed \(a\), we have \(I_0\to1\) and \(I_1\to b/2\), so

\[
C\to VT\,\frac{a}{e^a-1}.
\]

This extra factor falls as conversion rises, because strongly exposed regions run out of groups to remove.

For \(\kappa h_0=0.0010\ \mathrm{s^{-1}}\), \(a=0.060\), and the leading correction relative to \(VT\) is

\[
-0.030\left[1-\frac{(0.293)^2}{2}\right]=-2.87\%.
\]

I also solved the coupled rate equations numerically, with fourth-order central differences on 48 points per period and implicit multistep integration in time. That solution gives a contrast of 0.285 for \(1-m\), which is 2.84% below \(VT\), at a mean deprotection of 5.8%.

With \(\kappa h_0\) raised to \(1/60\ \mathrm{s^{-1}}\), \(a=1\). The numerical solution then has 62% mean deprotection. The contrast of \(1-m\) drops to 0.175, while that of \(E\) remains 0.293. The difference is chemical saturation, not additional diffusion. The loss is in relative contrast only: the absolute cosine amplitude of \(1-m\), contrast times mean, rises from 0.017 at \(a=0.060\) to 0.109 at \(a=1\).

## Adding uniform acid loss

Suppose acid is also lost at a uniform first-order rate \(\lambda\), so that \(-\lambda h\) is added to the diffusion equation. The whole earlier solution acquires a common decay:

\[
h=h_0e^{-\lambda\tau}\left[1+Ve^{-Dk^2\tau}\cos kx\right].
\]

The common factor cancels from the acid contrast, which still ends at \(Ve^{-s}\). It does not cancel from the time integral. With \(q=\lambda t\), the mean and amplitude of \(E\) are

\[
a\,\frac{1-e^{-q}}{q},\qquad
aV\,\frac{1-e^{-(s+q)}}{s+q},
\]

and their ratio gives the transfer

\[
T_\lambda=\frac{1-e^{-(s+q)}}{s+q}\;\frac{q}{1-e^{-q}} .
\]

When \(q\to0\), the second factor tends to 1 and \(T_\lambda\to T\). When \(q\to\infty\) at fixed \(s\), \(T_\lambda\to q/(s+q)\to1\): the acid disappears before it can spread.

Between these limits loss raises the transfer. Let \(f=e^{-\lambda\tau}\) and \(g=e^{-Dk^2\tau}\), and let angle brackets denote the average over the bake. For two independently chosen times,

\[
\langle fg\rangle-\langle f\rangle\langle g\rangle
=\tfrac12\left\langle(f_1-f_2)(g_1-g_2)\right\rangle>0,
\]

since both functions decrease and the two differences have the same sign. Therefore \(T_\lambda=\langle fg\rangle/\langle f\rangle>\langle g\rangle=T\). The early, sharper acid receives more weight.

For \(\lambda=0.020\ \mathrm{s^{-1}}\), \(q=1.20\) and \(T_\lambda=0.654\), compared with 0.586 without loss. The final acid transfer is 0.306 in both cases. The gain is in relative contrast; the mean dose and its absolute modulation both decrease.

## Adding a base quencher

A base that neutralises acid one for one is a different problem, because the reaction rate contains the product of two concentrations. It becomes simple when neutralisation is much faster than diffusion and the initial base concentration \(b_0\) is uniform and below the smallest acid concentration, \(b_0<h_0(1-V)\). Base then vanishes everywhere at the start and leaves

\[
h_0(1+V\cos kx)-b_0
=(h_0-b_0)\left[1+\frac{V}{1-b_0/h_0}\cos kx\right].
\]

The quencher has raised the initial contrast by subtracting a uniform background. From then on the first case applies, with the same \(T\). For \(b_0=0.2h_0\), the net contrast is \(0.50/0.80=0.625\), and the dose contrast should be \(0.625\times0.586=0.366\). The numerical solution, with an acid–base rate constant times \(h_0\) of \(100\ \mathrm{s^{-1}}\), also gives 0.366.

If \(h_0(1-V)<b_0<h_0\), base survives in the dark stripes, while acid is still in excess on average. Let the base diffuse with the same \(D\) as the acid. The reaction cancels from the difference \(u\) between acid and base concentrations, so \(u\) simply diffuses. For fast neutralisation the acid is the positive part of \(u\):

\[
h=\max(u,0)=u+\max(-u,0).
\]

The last term is not linear in the image, and \(T\) no longer applies. Its effect has a definite sign. It is positive only in the dark stripes, where \(\cos kx<0\), so it raises the mean acid and lowers the cosine amplitude. Both changes reduce the contrast below that of \(u\).

For \(b_0=0.7h_0\), the formal net contrast is \(0.50/0.30=1.667\). A value above 1 means that \(u\) is negative in places. It becomes positive everywhere once \(1.667\,e^{-Dk^2\tau}<1\), that is, after

\[
\tau=\frac{\ln1.667}{Dk^2}=\frac{0.511}{1.184}\times60\ \mathrm{s}\approx26\ \mathrm{s}.
\]

Clipping thus acts during the first 26 s of the bake. Integrating \(\max(u,0)\) over the bake gives a dose contrast of 0.917, or 0.550 times the formal net contrast. This ratio is 6.1% below \(T\). The numerical solution of the coupled equations, with the same finite neutralisation rate as before, gives 0.914.

## Where the linear transfer ends

The derivation used a constant \(D\). If \(D\) depends on local deprotection, it varies with \(x\), and the product \(D\,\partial h/\partial x\) mixes cosines of different \(k\). If the deprotection rate varies as a power of \(h\) other than one, the time integral is no longer linear in the acid. In either case one factor per spatial frequency is no longer exact. It survives to first order in \(V\). A rate proportional to \(h^n\) then gives dose contrast \(nVT\). A deprotection-dependent \(D\) may then be evaluated at the mean conversion, because its variation with \(x\) and the acid gradient are both of order \(V\), and the transfer becomes the bake average of \(\exp[-k^2\int_0^\tau D\,d\tau']\). At larger \(V\) the transfer depends on the image: for \(n=2\) the dose contrast is \(2VT(s)/[1+V^2T(2s)/2]\), which in the example is \(2V\times0.559\) instead of \(2V\times0.586\). Beyond first order in \(V\), when \(D\) depends on deprotection, the coupled equations must be solved for the image at hand. When only the rate law changes, the acid solution of the first case still holds, and the dose follows by integrating the chosen power of \(h\) over time at each \(x\).

Numerical values quoted here were computed with a short program.
